# Ambient temperature and the threshold voltage of a thermal switch: a program that tests the result

```python
# Result under test: thermal-runaway threshold voltage of an ohmic device,
#   Vth = sqrt(kB*Ta^2 / (e*Ea*Rth*G(Ta))),  e = 2.718...,
# and its fall by roughly one half from Ta = 300 K to 350 K for Ea = 0.3 eV.
# Ta: ambient temperature (K); Ea: activation energy (eV);
# Rth: thermal resistance (K/W); G: conductance (S); kB in eV/K.
# Heat balance: V^2 * G(T) = (T - Ta)/Rth.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

kB = const.k / const.e
Ea = 0.3
T_cold, T_warm = 300.0, 350.0
R_cold = 1.0e4          # ohm at 300 K, low field
Rth = 2.0e5             # K/W
path = 1.0e-6           # m, length of the current path
thin_path = 30e-9       # m, comparison case
eps_r = 10.0            # rough permittivity for barrier lowering


def barrier_lowering(V, length):
    """Poole-Frenkel lowering in eV for a uniform field V/length."""
    return np.sqrt(const.e * V / length / (np.pi * const.epsilon_0 * eps_r))


def make_conductance(length=None, hopping=False):
    """Arrhenius conductance with optional field and prefactor effects."""
    def G(T, V):
        value = np.exp(-Ea / kB * (1 / T - 1 / T_cold)) / R_cold
        if hopping:
            value *= T_cold / T
        if length is not None:
            value *= np.exp(barrier_lowering(V, length) / (kB * T))
        return value
    return G


arrhenius = make_conductance()


def make_linearized(Ta):
    """Conductance with the exponent linearized about the ambient."""
    return lambda T, V: arrhenius(Ta, 0.0) * np.exp(
        Ea * (T - Ta) / (kB * Ta**2))


def numerical_threshold(G, Ta, rth=Rth):
    """Maximum of V along the steady-state curve; returns V and T."""
    def voltage(T):
        return brentq(lambda V: V**2 * G(T, V) - (T - Ta) / rth,
                      1e-7, 20.0, xtol=1e-13, rtol=1e-13)
    best = minimize_scalar(lambda T: -voltage(T), method="bounded",
                           bounds=(Ta + 0.1, 2 * Ta),
                           options={"xatol": 1e-7})
    assert Ta + 1 < best.x < 1.9 * Ta      # interior maximum
    return -best.fun, best.x


def runs_away(G, Ta, V):
    """Integrate heating from ambient; time in units of Rth*C."""
    def rate(t, y):
        return [Rth * V**2 * G(y[0], V) - (y[0] - Ta)]

    def hot(t, y):
        return y[0] - Ta - 150.0
    hot.terminal = True
    run = solve_ivp(rate, (0, 300), [Ta], method="LSODA",
                    events=hot, rtol=1e-8, atol=1e-8)
    assert run.success
    return run.status == 1


def formula_threshold(Ta):
    return np.sqrt(kB * Ta**2 / (np.e * Ea * Rth * arrhenius(Ta, 0.0)))


def formula_full_temperature(Ta):
    return Ea / (2 * kB) * (1 - np.sqrt(1 - 4 * kB * Ta / Ea))


field_model = make_conductance(length=path)
v_lin, v_full, t_full, v_field = {}, {}, {}, {}
for Ta in (T_cold, T_warm):
    # Linearization slope against a finite difference of ln G
    h = 0.01
    slope = np.log(arrhenius(Ta + h, 0) / arrhenius(Ta - h, 0)) / (2 * h)
    assert abs(slope * kB * Ta**2 / Ea - 1) < 1e-6

    # Linearized threshold formula against numerical maximization
    linear = make_linearized(Ta)
    v_num, t_num = numerical_threshold(linear, Ta)
    v_lin[Ta] = formula_threshold(Ta)
    assert abs(v_num / v_lin[Ta] - 1) < 1e-8
    assert abs(t_num - Ta - kB * Ta**2 / Ea) < 0.01

    # Full Arrhenius law: turning temperature against maximization
    v_full[Ta], t_full[Ta] = numerical_threshold(arrhenius, Ta)
    assert abs(t_full[Ta] - formula_full_temperature(Ta)) < 0.01

    # Time evolution: settles just below threshold, runs away just above
    v_field[Ta], _ = numerical_threshold(field_model, Ta)
    for G, V in ((linear, v_lin[Ta]), (arrhenius, v_full[Ta]),
                 (field_model, v_field[Ta])):
        assert not runs_away(G, Ta, 0.995 * V)
        assert runs_away(G, Ta, 1.005 * V)

# Ratio formula against thresholds maximized numerically
factor_T = T_warm / T_cold
factor_exp = np.exp(Ea / (2 * kB) * (1 / T_warm - 1 / T_cold))
ratio = factor_T * factor_exp
ratio_num = (numerical_threshold(make_linearized(T_warm), T_warm)[0]
             / numerical_threshold(make_linearized(T_cold), T_cold)[0])
assert abs(ratio / ratio_num - 1) < 1e-8
assert 0.45 < ratio < 0.55                # "roughly halves"


def warm_to_cold(G, cooling_gain=1.0):
    warm = numerical_threshold(G, T_warm, Rth / cooling_gain)[0]
    return warm / numerical_threshold(G, T_cold)[0]


ratio_full = v_full[T_warm] / v_full[T_cold]
ratio_field = v_field[T_warm] / v_field[T_cold]
ratio_hop = warm_to_cold(make_conductance(hopping=True))
ratio_cool = warm_to_cold(arrhenius, 1.1)
ratio_all = warm_to_cold(make_conductance(path, True), 1.1)
thin_model = make_conductance(length=thin_path)
v_thin = numerical_threshold(thin_model, T_cold)[0]
ratio_thin = warm_to_cold(thin_model)
assert abs(ratio_full / ratio - 1) < 0.03  # linearization nearly cancels
assert ratio_full < ratio_field < ratio_thin < 1
assert ratio_hop > ratio_full and ratio_cool > ratio_full

print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"Activation energy: {Ea:.2f} eV; Ea/kB: {Ea/kB:.1f} K")
print(f"Thermal resistance: {Rth:.1e} K/W")
print(f"Current path: {path*1e6:.1f} um; permittivity: {eps_r:.0f}")
for Ta in (T_cold, T_warm):
    rise = kB * Ta**2 / Ea
    power = rise / Rth
    print(f"--- Ambient {Ta:.0f} K ---")
    print(f"kB*Ta/Ea: {kB*Ta/Ea:.4f}")
    print(f"Cold resistance: {1e-3/arrhenius(Ta, 0):.3f} kohm")
    print(f"Linearized temperature rise at threshold: {rise:.2f} K")
    print(f"Linearized threshold voltage: {v_lin[Ta]:.4f} V")
    print(f"Power at threshold: {power*1e6:.1f} uW")
    print(f"Current at threshold: {power/v_lin[Ta]*1e6:.1f} uA")
    print(f"Full-law temperature at threshold: {t_full[Ta]:.2f} K")
    print(f"Full-law threshold voltage: {v_full[Ta]:.4f} V")
    print(f"Full/linearized voltage: {v_full[Ta]/v_lin[Ta]:.4f}")
    print(f"Threshold with Poole-Frenkel: {v_field[Ta]:.4f} V")
print("--- Threshold ratio, 350 K to 300 K ---")
print(f"Temperature factor: {factor_T:.4f}")
print(f"Exponent: {np.log(factor_exp):.4f}")
print(f"Exponential factor: {factor_exp:.4f}")
print(f"Linearized ratio: {ratio:.4f}")
print(f"Linearized fall: {100*(1-ratio):.1f} percent")
print(f"Full Arrhenius ratio: {ratio_full:.4f}")
print(f"With Poole-Frenkel: {ratio_field:.4f}")
print(f"With 1/T prefactor: {ratio_hop:.4f}")
print(f"With 10 percent stronger cooling at 350 K: {ratio_cool:.4f}")
print(f"With these last three together: {ratio_all:.4f}")
print("--- Field effect at the 300 K threshold ---")
print(f"Field at linearized threshold: {v_lin[T_cold]/path*1e-8:.5f} MV/cm")
lower = barrier_lowering(v_lin[T_cold], path)
print(f"Barrier lowering there: {lower*1e3:.1f} meV")
print(f"Thin path: {thin_path*1e9:.0f} nm")
print(f"Thin-path threshold with Poole-Frenkel: {v_thin:.4f} V")
print(f"Thin-path field: {v_thin/thin_path*1e-8:.4f} MV/cm")
thin_lower = barrier_lowering(v_thin, thin_path)
print(f"Thin-path barrier lowering: {thin_lower*1e3:.1f} meV")
print(f"Thin-path ratio: {ratio_thin:.4f}")
print("success")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
Activation energy: 0.30 eV; Ea/kB: 3481.4 K
Thermal resistance: 2.0e+05 K/W
Current path: 1.0 um; permittivity: 10
--- Ambient 300 K ---
kB*Ta/Ea: 0.0862
Cold resistance: 10.000 kohm
Linearized temperature rise at threshold: 25.85 K
Linearized threshold voltage: 0.6896 V
Power at threshold: 129.3 uW
Current at threshold: 187.4 uA
Full-law temperature at threshold: 331.58 K
Full-law threshold voltage: 0.7231 V
Full/linearized voltage: 1.0486
Threshold with Poole-Frenkel: 0.5328 V
--- Ambient 350 K ---
kB*Ta/Ea: 0.1005
Cold resistance: 1.906 kohm
Linearized temperature rise at threshold: 35.19 K
Linearized threshold voltage: 0.3512 V
Power at threshold: 175.9 uW
Current at threshold: 501.0 uA
Full-law temperature at threshold: 394.76 K
Full-law threshold voltage: 0.3716 V
Full/linearized voltage: 1.0580
Threshold with Poole-Frenkel: 0.3059 V
--- Threshold ratio, 350 K to 300 K ---
Temperature factor: 1.1667
Exponent: -0.8289
Exponential factor: 0.4365
Linearized ratio: 0.5093
Linearized fall: 49.1 percent
Full Arrhenius ratio: 0.5139
With Poole-Frenkel: 0.5742
With 1/T prefactor: 0.5616
With 10 percent stronger cooling at 350 K: 0.5389
With these last three together: 0.6516
--- Field effect at the 300 K threshold ---
Field at linearized threshold: 0.00690 MV/cm
Barrier lowering there: 19.9 meV
Thin path: 30 nm
Thin-path threshold with Poole-Frenkel: 0.2301 V
Thin-path field: 0.0767 MV/cm
Thin-path barrier lowering: 66.5 meV
Thin-path ratio: 0.7159
success
```
